\section*{Kinetic inductance, quantum capacitance and the charge mode of a ballistic wire}

\section{Definitions and conventions}

A uniform wire lies along $x$. Electrons have charge $-e$ with $e>0$, and their number per unit length is $n$. The wire has $M$ identical channels, where $M$ counts spin and valley. In each channel the band energy $E(k)$ is even and rises with $|k|$, so the states with $|k|<k_F$ are filled at zero temperature. The Fermi speed is $v_F=\hbar^{-1}dE/dk$ at $k_F$, and $\mu$ is the chemical potential measured from the band bottom. SI symbols are kept because the results are circuit elements; atomic units follow from $e=\hbar=1$.

Adding $\delta n$ electrons raises $\mu$ by $\delta\mu$, equivalent to a voltage $\delta\mu/e$. The charge $e\,\delta n$ divided by this voltage is the quantum capacitance per unit length,
\begin{equation}
C_Q=e^2\frac{dn}{d\mu}.
\end{equation}
The kinetic inductance per unit length, $L_K$, is defined by the energy cost $\Delta W$ per unit length of carrying a current $I$ at fixed density:
\begin{equation}
\Delta W=\tfrac12L_KI^2 .
\end{equation}
Each element is per unit length, so $L_KC_Q$ is an inductance times a capacitance per length squared. Its unit is $\mathrm{s^2/m^2}$, an inverse speed squared.

\section{One channel with straight branches}

Let $M=1$ and $E=E_F+\hbar v_F(|k|-k_F)$ near the Fermi points. There are $dk/2\pi$ states per unit length in $dk$, so $n=2k_F/2\pi=k_F/\pi$. Moving both Fermi points outward by $\delta k$ gives $\delta n=\delta k/\pi$ and $\delta\mu=\hbar v_F\delta k$. Hence
\begin{equation}
C_Q=\frac{e^2}{\pi\hbar v_F}.
\end{equation}

For a current, move both Fermi points to the right by $\delta k$. The right branch gains $\delta k/2\pi$ electrons, on average $\hbar v_F\delta k/2$ above $E_F$. The left branch loses as many, on average $\hbar v_F\delta k/2$ below $E_F$. The density is unchanged, and the cost is
\begin{equation}
\Delta W=\frac{\delta k}{2\pi}\left(\frac{\hbar v_F\delta k}{2}+\frac{\hbar v_F\delta k}{2}\right)=\frac{\hbar v_F\,\delta k^2}{2\pi}.
\end{equation}
Extra right movers and missing left movers contribute equally to the current, so $I=-e v_F\delta k/\pi$. Then
\begin{equation}
L_K=\frac{2\Delta W}{I^2}=\frac{\hbar v_F\delta k^2}{\pi}\,\frac{\pi^2}{e^2v_F^2\delta k^2}=\frac{\pi\hbar}{e^2v_F},
\qquad L_KC_Q=\frac1{v_F^2}.
\end{equation}
Both elements follow from the energy cost of moving the Fermi points: $C_Q$ when they move apart, $L_K$ when they move together.

\section{Many channels and a curved band}

With $M$ channels, $n=Mk_F/\pi$. Since $d\mu/dk_F=\hbar v_F$,
\begin{equation}
C_Q=e^2\frac{dn/dk_F}{d\mu/dk_F}=\frac{Me^2}{\pi\hbar v_F}.
\label{cq}
\end{equation}
For the shifted sea the energy change comes from the two edges:
\begin{align}
\Delta W&=\frac{M}{2\pi}\left[\int_{k_F}^{k_F+\delta k}E\,dk-\int_{-k_F}^{-k_F+\delta k}E\,dk\right]\nonumber\\
&=\frac{M}{2\pi}\left[\left(E_F\delta k+\tfrac12\hbar v_F\delta k^2\right)-\left(E_F\delta k-\tfrac12\hbar v_F\delta k^2\right)\right]
=\frac{M\hbar v_F\delta k^2}{2\pi}.
\end{align}
This is the leading order in $\delta k$; the slope at $-k_F$ is $-\hbar v_F$ because $E$ is even. The velocity is a derivative, so the current also depends on the edges alone:
\begin{equation}
I=-\frac{eM}{2\pi\hbar}\left[E(k_F+\delta k)-E(-k_F+\delta k)\right]
=-\frac{eMv_F\delta k}{\pi}.
\end{equation}
Therefore
\begin{equation}
L_K=\frac{2\Delta W}{I^2}=\frac{\pi\hbar}{Me^2v_F},\qquad
\boxed{L_KC_Q=\frac1{v_F^2}} .
\label{product}
\end{equation}
At fixed $v_F$, more channels increase $C_Q$ and decrease $L_K$ by the same factor. Band curvature has dropped out.

For a parabolic band, $v_F=\hbar k_F/m$ gives $1/L_K=e^2Mk_F/(\pi m)=ne^2/m$. This is the inertia of $n$ classical particles.

The result was tested on $E=2(1-\cos k)+0.3(1-\cos2k)$ with $e=\hbar=1$, $M=2$ and $k_F=0.8$. Counting $k$ points for $C_Q$ and summing energy and current over a shifted sea for $L_K$ gave $L_KC_Qv_F^2=1.0000$.

\subsection{When the speeds differ}

Let group $i$ have $M_i$ channels of speed $v_i$. At a common $\mu$ the capacitances add. In a common field the rates of change of current add, and so do the inverse inductances:
\begin{equation}
L_KC_Q=\frac{\sum_iM_i/v_i}{\sum_iM_iv_i}.
\end{equation}
For two groups with $M_1=M_2$ the numerator is $M_1(v_1+v_2)/(v_1v_2)$ and the denominator $M_1(v_1+v_2)$, so the product is $1/(v_1v_2)$. Taking the test band at $k_F=0.8$ and $0.5$ as the two groups gave $L_KC_Qv_1v_2=1.0002$, but $L_KC_Qv_1^2=1.39$. Equal speeds are a real condition of Eq.~(\ref{product}).

\subsection{When the temperature is finite}

Let $f(E)$ be the Fermi function. Differentiating the density with respect to $\mu$ gives
\begin{equation}
C_Q=\frac{e^2M}{2\pi}\int dk\left(-\frac{\partial f}{\partial E}\right).
\end{equation}
A uniform field $F$ shifts the occupation to $f(k-\delta k)$ with $\hbar\,d(\delta k)/dt=-eF$. To first order $f$ changes by $-\delta k\,\hbar v\,\partial f/\partial E$, so
\begin{equation}
I=-\frac{eM\hbar\,\delta k}{2\pi}\int dk\,v^2\left(-\frac{\partial f}{\partial E}\right),\qquad
\frac{dI}{dt}=\frac{e^2M}{2\pi}\int dk\,v^2\left(-\frac{\partial f}{\partial E}\right)F\equiv\frac{F}{L_K}.
\end{equation}
The product is $L_KC_Q=1/\langle v^2\rangle$, averaged with weight $-\partial f/\partial E$. At zero temperature the weight sits at the Fermi points and $1/v_F^2$ returns.

\section{Motion of the Fermi points}

Now let density and current vary slowly along the wire. With $\phi$ the change of electrostatic potential, the potential energy is $U=-e\phi$. Without collisions, a state at a Fermi point obeys $\hbar\,dk/dt=-\partial_xU$ while moving at its band velocity. Hence $\partial_tk_\pm+v(k_\pm)\partial_xk_\pm=-\partial_xU/\hbar$, or
\begin{equation}
\hbar\,\partial_tk_\pm=-\partial_x\left[E(k_\pm)+U\right].
\end{equation}
Write $k_\pm=\pm k_F+\kappa_\pm$. To first order $E(k_\pm)=E_F\pm\hbar v_F\kappa_\pm$, so
\begin{equation}
\partial_t\kappa_\pm=\mp v_F\partial_x\kappa_\pm-\frac1\hbar\partial_xU .
\label{kappa}
\end{equation}
The charge per unit length and the current are
\begin{equation}
\rho=-\frac{eM}{2\pi}(\kappa_+-\kappa_-),\qquad
I=-\frac{eMv_F}{2\pi}(\kappa_++\kappa_-).
\end{equation}
Subtract the two equations (\ref{kappa}) and multiply by $-eM/2\pi$. The potential cancels and charge conservation follows:
\begin{equation}
\partial_t\rho=-\partial_xI .
\label{cont}
\end{equation}
Add them and multiply by $-eMv_F/2\pi$:
\begin{equation}
\partial_tI=-v_F^2\partial_x\rho+\frac{eMv_F}{\pi\hbar}\partial_xU
=-v_F^2\partial_x\rho-\frac{1}{L_K}\partial_x\phi .
\end{equation}
Multiplying by $L_K$ and using $L_Kv_F^2=1/C_Q$,
\begin{equation}
L_K\,\partial_tI=-\partial_x\left(\frac{\rho}{C_Q}+\phi\right).
\label{line}
\end{equation}
The inductance defined from energy also governs acceleration, and the driving voltage has a chemical and an electrostatic part.

If $\phi=0$, Eqs.~(\ref{cont}) and (\ref{line}) give a wave of speed $1/\sqrt{L_KC_Q}=v_F$.

\section{Adding the electrostatic capacitance}

A gate at fixed potential surrounds the wire. When the wavelength is long compared with the gate distance, the potential depends on the local charge, $\phi=\rho/C_E$. Equation~(\ref{line}) then contains
\begin{equation}
\frac1C=\frac1{C_Q}+\frac1{C_E},
\end{equation}
a series combination: the same charge produces both voltages. Differentiate Eq.~(\ref{cont}) in time and insert Eq.~(\ref{line}):
\begin{equation}
\partial_t^2\rho=-\partial_x\partial_tI=\frac1{L_K}\left(\frac1{C_Q}+\frac1{C_E}\right)\partial_x^2\rho .
\end{equation}
Factoring out $1/(L_KC_Q)=v_F^2$,
\begin{equation}
\boxed{v=\frac1{\sqrt{L_KC}}=v_F\sqrt{1+\frac{C_Q}{C_E}}},\qquad
v^2=v_F^2+\frac{Me^2v_F}{\pi\hbar C_E}.
\label{mode}
\end{equation}

For $C_E\gg C_Q$ the gate screens the charge and $v\to v_F$. For $C_E\ll C_Q$,
\begin{equation}
v\simeq\frac1{\sqrt{L_KC_E}}\left(1+\frac{C_E}{2C_Q}\right).
\end{equation}
In a parabolic band the leading term is $v^2=ne^2/(mC_E)$, which contains no $\hbar$: classical inertia against electrostatic repulsion.

\subsection{Comparison with the quantum response}

In mean field a free oscillation of wave number $q$ requires $1=V\chi(q,\omega)$, with $V=e^2/C_E$ and
\begin{equation}
\chi=\frac M{2\pi}\int dk\,\frac{f_k-f_{k+q}}{\hbar\omega+E_k-E_{k+q}} .
\end{equation}
For small $q$, $f_k-f_{k+q}\simeq q[\delta(k-k_F)-\delta(k+k_F)]$, and therefore
\begin{equation}
\chi=\frac{Mq}{2\pi\hbar}\left[\frac1{\omega-v_Fq}-\frac1{\omega+v_Fq}\right]
=\frac{Mv_Fq^2}{\pi\hbar(\omega^2-v_F^2q^2)} .
\end{equation}
Solving $1=V\chi$ for $\omega^2/q^2$ reproduces Eq.~(\ref{mode}). The full integral for the test band, with $M=2$, $k_F=0.8$, $q=0.01$ and $V=0.5$ and $5$, gave speeds within $3.1\times10^{-5}$ of the formula, relative to the formula.

With unequal speeds the responses add:
\begin{equation}
1=\frac{e^2}{\pi\hbar C_E}\sum_i\frac{M_iv_i}{v^2-v_i^2}.
\end{equation}
For two groups with $v_1>v_2$, the right side falls from $+\infty$ to $-\infty$ between $v_2$ and $v_1$, and from $+\infty$ to zero above $v_1$. There are two modes. As $C_E\to\infty$ they approach $v_1$ and $v_2$, not $\sqrt{v_1v_2}$: collisionless groups do not keep a common chemical potential in the wave, so one lumped line no longer describes them.

\section{A silicon nanowire at 4 K}

Take a gate-all-around silicon wire along [100] with radius $a=2$ nm, oxide thickness 1.5 nm and $n=1$ electron per nm. These are rough typical values. The four valleys whose long axes lie across the wire have transport mass $0.19\,m_e$; with spin, $M=8$. The eight channels share one speed only for a round cross-section with valley splitting neglected. Axes of 4.1 and 3.9 nm split the two valley pairs by about 11 meV in a hard-wall model and make their speeds differ by 19\%; the charge mode found below then moves by only 0.2\%. Then
\begin{align}
k_F&=\frac{\pi n}{M}=\frac{\pi}{8}\ \mathrm{nm^{-1}}=0.393\ \mathrm{nm^{-1}},\\
v_F&=\frac{\hbar k_F}{m}=2.39\times10^5\ \mathrm{m/s},\qquad E_F=\frac{\hbar^2k_F^2}{2m}=30.9\ \mathrm{meV}.
\end{align}
Equations~(\ref{cq}) and (\ref{product}) give $C_Q=2.59$ fF/$\mu$m and $L_K=6.74$ nH/$\mu$m. Converted to F/m and H/m,
\begin{equation}
L_KC_Q=(6.74\times10^{-3})(2.59\times10^{-9})=1.75\times10^{-11}\ \mathrm{s^2/m^2}=\frac1{v_F^2}.
\end{equation}

Place the charge on the wire surface. The oxide field is $\rho/(2\pi\epsilon r)$; integrating to the gate radius $b=3.5$ nm gives
\begin{equation}
C_E=\frac{2\pi\epsilon}{\ln(b/a)}=\frac{2\pi(3.9)\epsilon_0}{\ln1.75}=0.388\ \mathrm{fF}/\mu\mathrm m .
\end{equation}
Thus $C_Q/C_E=6.68$ and
\begin{equation}
v=v_F\sqrt{7.68}=2.77\,v_F=6.63\times10^5\ \mathrm{m/s}.
\end{equation}
The charge mode is mostly electrostatic. Dropping $C_Q$ from the series would lower $v$ by the factor $\sqrt{6.68/7.68}=0.93$. A wave of length 100 nm has $q=0.0628$ nm$^{-1}$ and frequency $v/\lambda=6.6$ THz.

\section{Effects outside the simple line}

Each estimate below changes one ingredient and holds the others at their values above. The changes are not combined into a prediction.

\paragraph{Charge position.} Let $Q(r)$ be the fraction of charge inside radius $r$. The field energy inside the wire is $\tfrac12\rho^2\int_0^aQ^2/(2\pi\epsilon_{\rm Si}r)\,dr$, so this integral adds to $1/C_E$. A round lowest-mode profile raises $v$ to $7.7\times10^5$ m/s, by 16\%. The figure depends on the profile: the anisotropic hard-wall state gives 17\%, and a profile that relaxes in its own mean field as the density changes gives 14\%. This is the largest shift of $v$ among these estimates.

\paragraph{Band shape.} For $E(1+\alpha E)=\gamma$, where $\gamma$ is the parabolic energy, the mass grows by $d\gamma/dE=1+2\alpha E=\sqrt{1+4\alpha\gamma}$. With $\alpha=0.5$ eV$^{-1}$ (rough) and $\gamma=0.172+0.031$ eV, from confinement and Fermi energy, the factor is 1.19. The mode slows to $6.0\times10^5$ m/s, while $L_KC_Qv_F^2=1$ survives with the new $v_F$. A hard-wall calculation without the electrons' own potential puts the next subbands about 117 meV higher. Including that potential in mean field lowers the smallest gap to about 87 meV, still above $E_F$.

\paragraph{Exchange.} To first order, the exchange energy of one channel is $X=-(8\pi^2)^{-1}\iint V(k-k')\,dk\,dk'$ over the filled interval. Moving its limits gives
\begin{equation}
\frac{dX}{dk_F}=-\frac1{2\pi^2}\int_0^{2k_F}V(s)\,ds,\qquad
\frac{d^2X}{dk_F^2}=-\frac{V(2k_F)}{\pi^2}.
\end{equation}
Since the density per channel is $k_F/\pi=n/M$, the sum over $M$ channels changes $d\mu/dn$ by $-V(2k_F)/M$. A rigid shift of the sea leaves every $k-k'$ unchanged, so in a parabolic band $L_K$ stays at $m/(ne^2)$. Thus $V(0)=e^2/C_E$ becomes $V(0)-V(2k_F)/M$. Here $V(2k_F)/V(0)=0.34$, and $v$ falls by 2\% to $6.5\times10^5$ m/s.

\paragraph{Wavelength and oxide.} At 100 nm the finite-$q$ response and gate interaction together lower $v$ by 0.6\%; the lowering comes from the gate interaction. The quantum $\hbar\omega=27$ meV is about half the energy of an oxide phonon near 57 meV. A one-phonon model with high-frequency permittivity 2.1 (both rough values) raises the permittivity from 3.9 to 4.4 and lowers $v$ by 5\%. This model puts the whole ionic response at 57 meV and so overstates the effect. Sharing it with a second oxide phonon near 138 meV (rough values again) gives a permittivity of about 4.2 and a lowering of about 3\%.

\paragraph{Magnetic field.} Magnetic inductance adds to $L_K$ in Eq.~(\ref{line}). It is $1.7\times10^{-5}$ of $L_K$, so it is negligible here.

\paragraph{Scattering.} A relaxation time adds $L_KI/\tau$ to the left of Eq.~(\ref{line}). At fixed $q$ this gives
\begin{equation}
\omega^2+\frac{i\omega}{\tau}=v^2q^2,\qquad
\omega=-\frac{i}{2\tau}\pm\sqrt{v^2q^2-\frac1{4\tau^2}} .
\end{equation}
A mobility of 1000 cm$^2$/Vs, an optimistic rough value, means $\tau=108$ fs and $vq\tau=4.5$. The frequency is lowered by only 0.6\%, but the amplitude falls by $1/\mathrm e$ in $2\tau=216$ fs, about 1.4 periods. The wave exists, but not as a sharp resonance.

\paragraph{Temperature.} At 4 K, $kT=0.34$ meV and $L_KC_Qv_F^2=1.0001$. At 300 K, with the density fixed and one subband kept, it is 0.855: the mean squared speed exceeds the zero-temperature $v_F^2$ by 17\%. One subband is only an approximation at this temperature: about 6\% of the electrons occupy higher subbands with the hard-wall levels and about 11\% with the mean-field levels. This static average should not be inserted in Eq.~(\ref{mode}) as a room-temperature mode speed, because a collisionless thermal distribution does not move as two sharp Fermi points.

\paragraph{Gate oxide.} The field at the wire is 3.7 MV/cm, below the roughly 10 MV/cm at which thin silicon dioxide breaks down. A semiclassical tunnelling estimate with a 3.1 eV barrier and tunnel mass $0.4\,m_e$ (rough) gives a leak rate of about $2\times10^{-7}\omega$, negligible over one period.

\section{The model beside a real transistor}

The radius, oxide and density are in the range of small gate-all-around devices, but a long, clean wire is not a typical transistor. Scaled channels are a few tens of nanometres or less, so a 100 nm wave does not fit and the contacts, left out here, matter. Mobility in thin wires is often a few hundred cm$^2$/Vs. At 300 cm$^2$/Vs, with all else fixed, $vq\tau=1.35$: the frequency drops by 7\% and the amplitude decays by $1/\mathrm e$ in less than half a period. Practical gates also use insulators of higher permittivity. Doubling $C_E$ at fixed density would give $v/v_F=\sqrt{1+3.34}=2.08$, a 25\% reduction. This requires an insulator that keeps its higher permittivity at the mode frequency. In hafnium oxide, low-energy phonons make the permittivity vary strongly at several terahertz, so its static value cannot be used there. The speed $6.6\times10^5$ m/s is therefore a property of the stated model, not a measured device speed. The remaining digits are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
test band: L_K*C_Q*v_F^2 = 1.0000
test two subbands: L_K*C_Q*v1*v2 = 1.0002
test two subbands: L_K*C_Q*v1^2 = 1.3902
test mode: largest relative error = 3.1e-05
wire radius = 2.0 nm, oxide = 1.5 nm
density = 1.0 per nm, channels M = 8
masses: transverse 0.19, longitudinal 0.92 m_e
permittivities: oxide 3.9, silicon 11.7
temperature = 4 K
thermal energy kT = 0.345 meV
k_F = 0.3927 1/nm
Fermi energy = 30.92 meV
v_F = 2.3927e+05 m/s
C_Q = 2.5905 fF/um
L_K = 6.7425 nH/um
L_K*C_Q = 1.7467e-11 s2/m2
C_E = 0.3877 fF/um
series capacitance = 0.3372 fF/um
C_Q/C_E = 6.682
v/v_F = 2.772
charge-mode speed v = 6.6317e+05 m/s
v from response at small q = 6.6317e+05 m/s
wavelength = 100 nm, q = 0.0628 1/nm
frequency = 6.63 THz
quantum hbar*omega = 27.4 meV
v at this wavelength = 6.591e+05 m/s
v with exchange = 6.508e+05 m/s
V(2k_F)/V(0) = 0.340
v with charge inside wire = 7.714e+05 m/s
confinement energy = 172 meV
gap to next subband, same valleys = 117 meV
gap to other valleys = 118 meV
nonparabolicity alpha = 0.5 1/eV
nonparabolic mass factor = 1.186
v with nonparabolic mass = 6.028e+05 m/s
L_K*C_Q*v_F^2 at 4 K = 1.00010
L_K*C_Q*v_F^2 at 300 K, one subband = 0.855
mobility = 1000 cm2/Vs, tau = 108 fs
omega*tau = 4.50
mean free path v_F*tau = 25.8 nm
magnetic/kinetic inductance = 1.7e-05
oxide model: eps_high 2.1, phonon 57 meV
oxide permittivity at this frequency = 4.44
v with oxide dispersion = 6.270e+05 m/s
oxide field at wire = 3.69 MV/cm
oxide voltage drop = 0.413 V
oxide barrier = 3.1 eV, tunnel mass = 0.4 m_e
tunnelling probability per attempt = 1.2e-07
gate leak rate / omega = 2.3e-07
\end{verbatim}
